Width and energy of a domain wall in a uniaxial magnet, part 2

A flat domain wall separates two opposite domains in a magnetic racetrack. The problem is to find its width and energy. The coordinate x runs along the track, a prime means d/dx, and the unit vector m(x) gives the magnetization direction. The easy axis is z, with m_z → +1 far to the left and m_z → −1 far to the right. Without an applied field, the energy per wall area is

E = ∫ [A|m'|² + K(1 − m_z²)] dx.  (1)

The exchange stiffness A is an energy per length, and the anisotropy constant K is an energy per volume. The magnetostatic interaction between distant parts of the magnet is left out.

In part (a), the exchange term came from a simple cubic lattice with spacing a and edges along x, y and z. Each nearest-neighbour pair has the energy (J/2)|m_i − m_j|², apart from a constant, and A = J/(2a).

Every continuous wall obeys

E ≥ 4√(AK).  (7)

The least energy is

σ = 4√(AK).  (11)

With Δ = √(A/K), centre x0, s = (x − x0)/Δ and a fixed azimuth φ about the z axis, it is reached by

m_z = −tanh[(x − x0)/Δ],  (9)

m_x = cos φ / cosh s, m_y = sin φ / cosh s.  (10)

Both x0 and φ are free. The angle θ between m and +z rises from 0 to π and satisfies

Aθ'² = K sin²θ,  (13)

so that θ' = (sin θ)/Δ, with sin θ = 1/cosh s.

Stretching a wall's shape to the length scale L makes its exchange energy proportional to 1/L and its anisotropy energy proportional to L. For comparison, a rotation at a constant rate in a plane containing the z axis has the best length w and energy

w = √(2π²) √(A/K) = π√2 √(A/K),

E = 2√(π²/2) √(AK) = π√2 √(AK) ≈ 4.443 √(AK).  (4)

**(g) Where in the wall does the energy sit, and what does Δ mean as a width?**

Solution. By (13) the two densities are equal, and each is K sin²θ = K/cosh² s. The total density is 2K/cosh² s. With dx = Δ ds and the fact that tanh s has the derivative 1/cosh² s,

E = 2KΔ ∫ ds/cosh² s = 2KΔ[1 − (−1)] = 4KΔ.

Since KΔ = K√(A/K) = √(AK), this is 4√(AK), in agreement with the bound.

The wall has no sharp edges, so a full width needs a definition. At the centre sin θ = 1 and θ' = 1/Δ. The tangent to θ(x) at the centre therefore climbs from 0 to π over the length πΔ. The tangent to m_z, with slope −1/Δ, falls from +1 to −1 over 2Δ. Both are reasonable widths of the same wall, and a quoted width must say which is meant. The part of the energy within πΔ/2 on each side of the centre is

2KΔ[tanh(π/2) − tanh(−π/2)]/(4KΔ) = tanh(π/2) ≈ 0.917.

Far from the centre, 1/cosh s approaches 2e^(−|s|). The transverse magnetization thus dies out exponentially, with the decay length Δ.

The energy depends weakly on the width near its minimum. If the wall is stretched to the width parameter cΔ, its exchange half is divided by c and its anisotropy half is multiplied by c:

E = (σ/2)(c + 1/c).

For c = 1.1 the bracket is about 2.009, so a wall that is 10 % too wide costs only about 0.5 % more than σ.

**(h) Evaluate the wall for A = 10 pJ/m and K = 0.4 MJ/m³. Then find the energy of one wall across a track 50 nm wide and 1 nm thick.**

Solution. These are round model parameters. The width parameter follows from

A/K = (10 × 10⁻¹² J/m)/(0.4 × 10⁶ J/m³) = 25 × 10⁻¹⁸ m²,

Δ = 5.0 nm.

The wall energy follows from

AK = (10 × 10⁻¹²)(0.4 × 10⁶) J²/m⁴ = 4 × 10⁻⁶ J²/m⁴,

σ = 4 × (2 × 10⁻³ J/m²) = 8.0 mJ/m².

The tangent width is πΔ = 15.7 nm. The best uniform rotation is π√2 × 5.0 nm = 22.2 nm long and costs π√2 × 2 mJ/m² = 8.89 mJ/m², which is 11 % above σ.

The square roots set how the wall responds to the material. If A is made four times larger, Δ doubles to 10 nm and σ doubles to 16 mJ/m². If instead K is made four times smaller, Δ again doubles to 10 nm, but σ halves to 4 mJ/m². Two materials can thus have walls of the same width and very different energies.

The cross-section of the track is 50 nm² = 50 × 10⁻¹⁸ m², so one wall has the energy

(8.0 × 10⁻³ J/m²)(50 × 10⁻¹⁸ m²) = 4.0 × 10⁻¹⁹ J = 2.50 eV.

This is the energy that the wall adds to the track within model (1). In a real strip of this size, magnetized along its normal, the nonlocal magnetostatic energy left out of (1) changes it noticeably: for a saturation magnetization near 1 MA/m it lowers the value by roughly 0.2 eV. The wall energy is not a barrier against motion, because shifting the wall along an ideal uniform track leaves the energy unchanged; in real tracks, defects and rough edges pin the wall.

**(i) Minimize the energy on a chain of points with spacing h, and explain any difference from the continuous wall.**

Solution. On a chain the energy per area is

E_h = Σ A|m_(i+1) − m_i|²/h + Σ hK(1 − m_z,i²).

This is also the energy of the cubic lattice of part (a) with spacing h, if each site carries the anisotropy energy of its volume. The minimization starts from an off-centre, twisted rotation and is free to change all directions except those at the two ends. For the parameters of part (h), it gives 7.9866 mJ/m² at h = 1.0 nm and 7.9967 mJ/m² at h = 0.5 nm.

Both values lie slightly below σ. This does not contradict the bound, which was proved for a continuous m(x). There are two reasons. The chain measures exchange by the straight chord between neighbouring vectors, which is shorter than the arc. It also registers only the total angle turned between two sites, whereas an uneven turn through the same angle has a larger integral of θ'² than an even one. The size of both effects together can be derived. Let δ be the angle between neighbours. Then

|m_(i+1) − m_i|² = 2 − 2 cos δ ≈ δ² − δ⁴/12.

Expanding θ about the midpoint between the two sites gives δ ≈ hθ' + h³θ'''/24, and so δ² ≈ h²θ'² + h⁴θ'θ'''/12. One bond contributes

A|m_(i+1) − m_i|²/h ≈ hA[θ'² + (h²/12)(θ'θ''' − θ'⁴)].

The sums over sites and bonds may be replaced by integrals. The corrections to this replacement in powers of h involve only derivatives at the far ends, where they vanish. An integration by parts turns ∫ θ'θ''' dx into −∫ θ''² dx. To leading order the energy changes by

E_h − σ ≈ −(Ah²/12) ∫ (θ''² + θ'⁴) dx.

The small change of the profile itself does not enter at this order, because the energy is stationary at the profile. From θ' = 1/(Δ cosh s) one has θ'' = −tanh s/(Δ² cosh s). With u = tanh s and du = ds/cosh² s,

∫ θ''² dx = (1/Δ³) ∫ u² du = 2/(3Δ³),

∫ θ'⁴ dx = (1/Δ³) ∫ (1 − u²) du = 4/(3Δ³),

where u runs from −1 to +1. The sum is 2/Δ³. Using A = KΔ² and σ = 4KΔ, we obtain

E_h − σ ≈ −Ah²/(6Δ³) = −Kh²/(6Δ) = −σh²/(24Δ²).  (15)

For h = 1.0 nm this is −8.0/600 = −0.0133 mJ/m², and for h = 0.5 nm it is a quarter of that, −0.0033 mJ/m². Both agree with the computed values. Because the leading error is quadratic in h, it cancels in the combination

(4 × 7.9967 − 7.9866)/3 mJ/m² = 8.000 mJ/m².

The relaxed profile at h = 0.5 nm follows the hyperbolic tangent to within 0.0008 in m_z. At 5 nm from the centre it gives −0.7622, against −0.7616 from the formula. The initial twist has disappeared, and the wall lies in one plane. In a separate test of the lower bound, 300 random twisted walls all had energies above σ; the lowest was 8.07 mJ/m². The numerical output below lists these results and those for the two changed materials.

**(j) Under which conditions does the result hold, and what happens when they fail?**

Solution. The first condition is that Δ be much larger than the atomic spacing a. For the cubic lattice, (15) with h = a shows that the wall energy lies below σ by the fraction a²/(24Δ²), to leading order. When Δ approaches a, the expansion fails, and the lattice energy must be minimized directly. That energy also depends on where the centre lies relative to the lattice sites, so the wall is no longer free to shift. In the opposite limit, K → 0 at fixed A, σ goes to zero and Δ grows without bound. The wall then no longer fits into a finite track, and σ no longer gives its energy there.

The second condition is that both ends of the track, and any neighbouring wall, be many times Δ away from the wall. Holding the end directions at +z and −z keeps a wall in the track, but if the track is only a few Δ long, the energy of the wall then lies above σ. To see what a free end does, cut the profile off at an end that lies a distance d to the left of the centre, with the other end far away. The remaining energy is

E(d) = 2KΔ[1 + tanh(d/Δ)] = σ/(1 + e^(−2d/Δ)).

At d = 3Δ only about 0.25 % of σ is missing from this cut profile. The cut profile is not relaxed at the free end, so E(d) is an upper bound for a wall centred at that place; letting the end relax lowers the energy further, by about as much again at d = 3Δ. As d decreases, the energy falls steadily, to σ/2 when the centre is at the end and towards zero when the wall has left. A wall near a free end can thus lower its energy by leaving, and in this model no barrier prevents it. The wall is the state of least energy only while the two opposite domains are imposed.

The third condition is the absence of a field along z. Let a field lower the energy density of the left domain by g and raise that of the right domain by g. Moving the wall to the right by a distance b turns a slab of the right domain into left domain and changes the energy per area by −2gb. The wall is pushed along the track and has no position of rest in this model. The same freedom that lets a device shift its walls means that something else must hold them in place. One possibility is a change in track width. If the width varies little over the length Δ, the wall energy is approximately σ times the local cross-section, and the wall is drawn to the narrow places.

The fourth condition concerns the energies left out of (1). A magnetization that varies along x has a volume magnetic charge proportional to −m_x'. By (10), m_x is proportional to cos φ, so this charge vanishes when the wall turns in the plane perpendicular to the track axis. Magnetostatic energy can therefore make the azimuth matter, whereas here it is free. Charges on the surfaces of the track remain in any case, and their nonlocal energy is not contained in a constant K. Many racetrack films also have a chiral exchange, the Dzyaloshinskii–Moriya interaction, whose energy is linear in m'. It can lower the wall energy below σ, so the lower bound does not apply to such films.

Finally, the anisotropy may contain a higher term K₂(1 − m_z²)² with K₂ > 0. This term is never negative, and it is positive wherever m is off the easy axis. It raises the energy of every wall, so σ remains a lower bound, but one that is no longer reached. The profile then departs from the hyperbolic tangent, since (13) acquires the extra term K₂ sin⁴θ on its right side.

Calculated quantities

```
Exchange stiffness A = 10.0 pJ/m
Anisotropy constant K = 0.4 MJ/m^3
Formula: width parameter Delta = 5.0000 nm
Formula: wall energy sigma = 8.0000 mJ/m^2
Relaxed wall, A = 10.0 pJ/m, K = 0.4 MJ/m^3:
  extrapolated energy = 8.0000 mJ/m^2
  formula energy = 8.0000 mJ/m^2
  extrapolated width parameter = 5.0001 nm
  formula width parameter = 5.0000 nm
  energy at step 1.0 nm = 7.9866 mJ/m^2
  energy at step 0.5 nm = 7.9967 mJ/m^2
  exchange share = 4.0000 mJ/m^2
  anisotropy share = 4.0001 mJ/m^2
  largest m_z deviation from tanh = 7.8e-04
  out-of-plane to in-plane ratio = 7.0e-08
  m_z at 0.0 nm from centre: relaxed -0.0000, formula -0.0000
  m_z at 2.5 nm from centre: relaxed -0.4629, formula -0.4621
  m_z at 5.0 nm from centre: relaxed -0.7622, formula -0.7616
  m_z at 10.0 nm from centre: relaxed -0.9641, formula -0.9640
  m_z at 15.0 nm from centre: relaxed -0.9951, formula -0.9951
Relaxed wall, A = 40.0 pJ/m, K = 0.4 MJ/m^3:
  extrapolated energy = 16.0000 mJ/m^2
  formula energy = 16.0000 mJ/m^2
  extrapolated width parameter = 9.9999 nm
  formula width parameter = 10.0000 nm
Relaxed wall, A = 10.0 pJ/m, K = 0.1 MJ/m^3:
  extrapolated energy = 4.0000 mJ/m^2
  formula energy = 4.0000 mJ/m^2
  extrapolated width parameter = 9.9999 nm
  formula width parameter = 10.0000 nm
Number of random twisted walls = 300
Lowest energy among them = 8.0707 mJ/m^2
Uniform rotation: best length = 22.214 nm
Uniform rotation: least energy = 8.8858 mJ/m^2
Uniform rotation: excess over sigma = 11.07 %
Energy integral of the tanh wall = 8.0000 mJ/m^2
Tangent width pi*Delta = 15.708 nm
Energy fraction inside it = 0.9172
Track width = 50.0 nm
Track thickness = 1.0 nm
Energy of one wall in the track = 2.497 eV
```
